# Integer Orbital Angular Momentum from Two Commuting Oscillator Number Operators

A Gaussian wave packet is centred 3 bohr from the origin on the $x$ axis and moves along $y$ with momentum $0.5\,\hbar$/bohr. Its mean angular momentum about the $z$ axis is $1.5\,\hbar$, whatever its width. With a width parameter of 1.5 bohr, a measurement gives $1\hbar$ with probability 0.274 and $2\hbar$ with probability 0.232, but never $1.5\,\hbar$. The reason is that $L_z$ is a difference of two counts. This can be shown from the Cartesian coordinates and momenta, acting on smooth, single-valued functions, without solving an equation in a polar angle.

## Statement and assumptions

Atomic units are used, so $\hbar=1$ in the formulas. The Hilbert space is $L^2(\mathbb R^3)$, with $\mathbf p=-i\nabla$. All operators act first on the Schwartz functions, which are smooth and decay, with all derivatives, faster than any power. Coordinates and momenta map this set into itself and are symmetric on it, because integration by parts leaves no boundary term. They obey

$$[x,p_x]=[y,p_y]=[z,p_z]=i,$$

and all other commutators among them vanish.

The claim is that $L_z=xp_y-yp_x$ is essentially self-adjoint, meaning that it has one self-adjoint extension, and that its spectrum is the set of all integers. The same then holds along any axis, and $L^2$ has the eigenvalues $l(l+1)$ with $l=0,1,2,\ldots$

The premise is that the Cartesian pairs act on the Schwartz functions, which are single-valued and smooth everywhere, including on the axis of rotation. Symmetry and the commutators on some other set of functions are not enough, as half-integer examples below show.

## Two new canonical pairs

Choose any length $b>0$ and define

$$q_1=\frac{1}{\sqrt2}\left(\frac xb+bp_y\right),\qquad p_1=\frac{1}{\sqrt2}\left(bp_x-\frac yb\right),$$

$$q_2=\frac{1}{\sqrt2}\left(\frac xb-bp_y\right),\qquad p_2=\frac{1}{\sqrt2}\left(bp_x+\frac yb\right).$$

Each operator mixes one direction's coordinate with the other's momentum. In the commutators below, $b$ cancels and only $[x,p_x]=i$ and $[p_y,y]=-i$ contribute:

$$[q_1,p_1]=\tfrac12\left([x,p_x]-[p_y,y]\right)=\tfrac12(i+i)=i,$$

$$[q_2,p_2]=\tfrac12\left([x,p_x]-[p_y,y]\right)=i,$$

$$[q_1,p_2]=\tfrac12\left([x,p_x]+[p_y,y]\right)=\tfrac12(i-i)=0,$$

$$[q_2,p_1]=\tfrac12\left([x,p_x]+[p_y,y]\right)=0.$$

Also $[q_1,q_2]=0$, since $x$ commutes with $p_y$, and $[p_1,p_2]=0$, since $y$ commutes with $p_x$. These are two independent canonical pairs.

## $L_z$ as a difference of number operators

Because $x$ and $p_y$ commute, the squares expand as ordinary binomials:

$$q_{1,2}^2=\frac12\left(\frac{x^2}{b^2}\pm2xp_y+b^2p_y^2\right),\qquad p_{1,2}^2=\frac12\left(b^2p_x^2\mp2yp_x+\frac{y^2}{b^2}\right),$$

with the upper sign for index 1. Hence $q_1^2-q_2^2=2xp_y$ and $p_1^2-p_2^2=-2yp_x$, so

$$\tfrac12(q_1^2+p_1^2)-\tfrac12(q_2^2+p_2^2)=xp_y-yp_x=L_z.$$

Now set $a_j=(q_j+ip_j)/\sqrt2$ and $N_j=a_j^\dagger a_j$. Then

$$N_j=\tfrac12(q_j-ip_j)(q_j+ip_j)=\tfrac12\left(q_j^2+p_j^2+i[q_j,p_j]\right)=\tfrac12(q_j^2+p_j^2)-\tfrac12.$$

The two halves cancel in the difference:

$$\boxed{L_z=N_1-N_2,\qquad [N_1,N_2]=0.}$$

The number operators commute because every operator of pair 1 commutes with every operator of pair 2. In ordinary units the right side is multiplied by $\hbar$.

The sum is

$$N_1+N_2+1=\frac12\left(b^2p_x^2+b^2p_y^2+\frac{x^2+y^2}{b^2}\right),$$

an oscillator Hamiltonian in units of its quantum. It depends on $b$, while the difference does not. No harmonic force is assumed: the oscillator supplies a basis, and the result concerns $L_z$ whatever the Hamiltonian.

## The eigenstates

With $ip_x=\partial_x$ and $p_y=-i\partial_y$, the lowering operators are

$$a_1=\frac12\left[\frac{x-iy}{b}+b(\partial_x-i\partial_y)\right],\qquad a_2=\frac12\left[\frac{x+iy}{b}+b(\partial_x+i\partial_y)\right].$$

The normalized Gaussian $|0,0\rangle=(\sqrt\pi\,b)^{-1}e^{-(x^2+y^2)/2b^2}$ obeys $b\,\partial_x|0,0\rangle=-(x/b)|0,0\rangle$, and likewise for $y$. The two parts of each bracket cancel, so $a_1|0,0\rangle=a_2|0,0\rangle=0$.

From the canonical commutators,

$$[a_j,a_j^\dagger]=\tfrac12\left(-i[q_j,p_j]+i[p_j,q_j]\right)=\tfrac12(1+1)=1.$$

Thus $[N_j,a_j^\dagger]=a_j^\dagger$: each raising operator adds one to its own count. Moving $a_j$ through $n$ raising operators gives $a_j(a_j^\dagger)^n|0,0\rangle=n(a_j^\dagger)^{n-1}|0,0\rangle$, so the squared norm after $n$ raisings is $n!$. The normalized states are

$$|n_1,n_2\rangle=\frac{(a_1^\dagger)^{n_1}(a_2^\dagger)^{n_2}}{\sqrt{n_1!\,n_2!}}|0,0\rangle,\qquad L_z|n_1,n_2\rangle=(n_1-n_2)|n_1,n_2\rangle.$$

Two different states differ in an eigenvalue of $N_1$ or $N_2$. These operators are symmetric, so the states are orthogonal.

## Completeness

Integer eigenvalues on these states exclude others only if the states are complete. Start in one dimension with $b=1$. The raising operator $(x-\partial_x)/\sqrt2$ turns $P(x)e^{-x^2/2}$ into $(2xP-P')e^{-x^2/2}/\sqrt2$, which raises the polynomial degree by one. The Hermite functions up to order $n$ therefore span all $x^ke^{-x^2/2}$ with $k\le n$.

Suppose $f$ is square-integrable and orthogonal to all of them. Then

$$\int f(x)e^{-x^2/2}e^{-ikx}\,dx=\sum_{n=0}^{\infty}\frac{(-ik)^n}{n!}\int f(x)x^ne^{-x^2/2}\,dx=0$$

for every real $k$. Sum and integral may be exchanged because $|f|e^{-x^2/2+|kx|}$ is integrable, by the Cauchy–Schwarz inequality. A function whose Fourier transform vanishes is zero almost everywhere, so $f=0$.

How fast an expansion converges depends on the function. For normalized $1/\cosh(s-0.5)$, with overlaps summed on a uniform grid, the first 5 Hermite functions miss a fraction $4.4\times10^{-3}$ of the squared norm, and the first 20 miss $1.0\times10^{-5}$.

Products of Hermite functions are complete in the plane: if $f(x,y)$ is orthogonal to all products, apply the one-dimensional result first in $x$ and then in $y$. To pass to the circular states, let $a_x=(x/b+b\partial_x)/\sqrt2$ and define $a_y$ likewise. The formulas above give

$$a_1=\frac{a_x-ia_y}{\sqrt2},\qquad a_2=\frac{a_x+ia_y}{\sqrt2}.$$

A circular state with $n_1+n_2=N$ is therefore a combination of Cartesian states with $n_x+n_y=N$. That shell has dimension $N+1$, and there are $N+1$ orthonormal circular states in it. They span the shell, and all shells together span the plane.

## The full spectrum

Include $z$ by multiplying with Hermite functions $h_k(z)$. This gives a complete orthonormal basis $|n\rangle$, where $n$ stands for $(n_1,n_2,k)$, with $L_z|n\rangle=m_n|n\rangle$ and $m_n=n_1-n_2$.

For $\psi$ in the domain of the adjoint $L_z^*$, let $c_n=\langle n|\psi\rangle$. By definition of the adjoint,

$$\langle n|L_z^*\psi\rangle=\langle L_zn|\psi\rangle=m_nc_n.$$

Hence $\sum_n m_n^2|c_n|^2$ is finite. Finite partial sums of $\sum_n c_n|n\rangle$ are Schwartz functions. They converge to $\psi$, and their images under $L_z$ converge to $L_z^*\psi$. The closure of $L_z$ thus equals its adjoint, which is essential self-adjointness.

If $L_z\psi=\lambda\psi$, the same relation gives $(\lambda-m_n)c_n=0$ for every $n$. A non-integer $\lambda$ forces all $c_n$ to vanish, so it is not an eigenvalue. It does not lie in a continuous spectrum either, because the inverse

$$(L_z-\lambda)^{-1}\psi=\sum_n\frac{c_n}{m_n-\lambda}|n\rangle$$

is bounded by the reciprocal of the distance from $\lambda$ to the nearest integer. Every integer $m$ does occur: take $n_1=m,\ n_2=0$ for $m\ge0$, and $n_1=0,\ n_2=-m$ for $m<0$.

It follows that $e^{-2\pi iL_z}=1$. Every state returns after a full turn. This agrees with the starting point: the Schwartz functions are single-valued in $x$ and $y$, so no separate condition on a polar angle is needed. For another axis, use Cartesian coordinates rotated to that axis. They obey the same commutators on the same functions, so the proof applies unchanged.

## Why half-integers fail

Set $b=1$, $u=x+iy$, $r^2=x^2+y^2$ and $G=e^{-r^2/2}$. For a function $f(u)$, $\partial_xf=f'$ and $\partial_yf=if'$, so $(\partial_x-i\partial_y)f=2f'$ and $(\partial_x+i\partial_y)f=0$. The operators then act as

$$a_1(fG)=f'G,\qquad a_2(fG)=0,\qquad a_1^\dagger(fG)=ufG,$$

where $a_1^\dagger$ denotes the differential expression $\frac12[u-(\partial_x+i\partial_y)]$. With $f=u^\nu$, both $N_1$ and $L_z$ formally have the value $\nu$, and $N_2$ has the value 0.

Take the double-valued function $\chi=u^{1/2}G$, with formal $L_z=\frac12$. Its descendants are

$$a_1\chi=\tfrac12u^{-1/2}G,\qquad a_1^2\chi=-\tfrac14u^{-3/2}G.$$

The first has formal $N_1=-\frac12$. Yet its norm is finite. Squared moduli are single-valued and can be integrated over the plane once:

$$\frac{\|a_1\chi\|^2}{\|\chi\|^2}=\frac{\frac14\int_0^\infty e^{-r^2}dr}{\int_0^\infty r^2e^{-r^2}dr}=\frac{\sqrt\pi/8}{\sqrt\pi/4}=\frac12.$$

A true number operator cannot have a negative eigenvalue, since $\langle\phi|a_1^\dagger a_1\phi\rangle=\|a_1\phi\|^2\ge0$. That identity needs integration by parts, which fails here. Let $\phi=u^{-1/2}G$, so that $a_1\phi=-\frac12u^{-3/2}G$, and integrate over $r>\varepsilon$. The derivative in $a_1^\dagger$ leaves a term on the inner circle:

$$\langle\phi|a_1^\dagger a_1\phi\rangle_{r>\varepsilon}=\|a_1\phi\|^2_{r>\varepsilon}+\frac\varepsilon2\int_0^{2\pi}e^{i\theta}\phi^*(a_1\phi)\,d\theta.$$

The sign is positive because the derivative carries $-\frac12$ and the outward normal of the region points towards the origin. On the circle $\phi^*(a_1\phi)=-\frac12\varepsilon^{-2}e^{-i\theta}e^{-\varepsilon^2}$, so the last term is $-(\pi/2)e^{-\varepsilon^2}/\varepsilon$. The norm outside the circle is, after one integration by parts in $r$,

$$\|a_1\phi\|^2_{r>\varepsilon}=\frac\pi2\int_\varepsilon^\infty\frac{e^{-r^2}}{r^2}dr=\frac\pi2\left(\frac{e^{-\varepsilon^2}}{\varepsilon}-2\int_\varepsilon^\infty e^{-r^2}dr\right).$$

The divergent parts cancel in the sum. What remains tends to $-\pi^{3/2}/2$, which equals $-\frac12\|\phi\|^2$ because $\|\phi\|^2=\pi^{3/2}$. The negative value thus comes from the boundary term at the origin, and $a_1^\dagger$ is not the adjoint of $a_1$ on these functions.

Other double-valued functions avoid the boundary term. Take finite sums of terms $e^{i(k+1/2)\theta}g_k(r)$, with integer $k$ and each $g_k$ smooth and zero both near the origin and at large $r$. Coordinates and momenta map this set into itself, are symmetric on it and obey all the commutators, yet each term has the half-integer value $L_z=k+\frac12$. They are excluded because they are not single-valued functions of $x$ and $y$, and so lie outside the Schwartz functions assumed at the start.

Returning to $\chi=u^{1/2}G$, the divergence of $\|a_1^2\chi\|^2=\frac14\|a_1\phi\|^2$ at the origin is visible numerically. Radial quadrature of $|a_1^2\chi|^2$ outside $r=0.1$, 0.01 and 0.001, divided by $\|\chi\|^2$, gives 1.17, 13.9 and 141. The growth follows $1/(4\sqrt\pi\,\varepsilon)$ at small $\varepsilon$. For a non-negative integer $\nu$, by contrast, repeated differentiation of $u^\nu$ ends at zero before any negative power appears.

One branch of $\chi$, cut along a ray, is an ordinary square-integrable function. By completeness it expands in states of integer $m$, and it is not an eigenvector of the self-adjoint $L_z$.

## Consequence for $L^2$

The canonical commutators give

$$[L_x,L_y]=[yp_z-zp_y,\,zp_x-xp_z]=y[p_z,z]p_x+x[z,p_z]p_y=iL_z,$$

and cyclic permutations. With $L_\pm=L_x\pm iL_y$ it follows that $[L_z,L_\pm]=\pm L_\pm$, that $L^2$ commutes with each component, and that

$$L_\mp L_\pm=L_x^2+L_y^2\pm i[L_x,L_y]=L^2-L_z^2\mp L_z.$$

These relations alone allow half-integers: the spin matrices $\sigma_i/2$ satisfy them with eigenvalues $\pm\frac12$. The restriction to integers comes from the form $\mathbf r\times\mathbf p$ together with its domain, the Schwartz functions, which contain the complete set of oscillator states. The form alone is not enough, as $\chi=u^{1/2}G$ showed.

Inserting $a_1$ and $a_2$ in terms of $a_x$ and $a_y$ into $N_1-N_2$ gives

$$L_z=-i(a_x^\dagger a_y-a_y^\dagger a_x).$$

It moves one quantum between directions and keeps the total. The other components do the same, so all of them act within the finite shells $n_x+n_y+n_z=N$. Within a shell, $L^2$ and $L_z$ can be diagonalized together.

Apply $L_+$ to a joint eigenvector until the next step gives zero, as must happen in a finite space. Call the top value of $L_z$ there $l$; it is an integer by the result for $L_z$. Since $L_-L_+$ vanishes on the top state, $L^2=l(l+1)$. Lowering a state $v_m$ of this multiplet gives

$$\|L_-v_m\|^2=\left[l(l+1)-m^2+m\right]\|v_m\|^2=(l+m)(l-m+1)\|v_m\|^2.$$

At $m=l$ this requires $2l\ge0$. Lowering stops at $m=-l$, so the multiplet has $2l+1$ states.

To find which $l$ occur, count the states of given $m$ in shell $N$. They have $n_1+n_2=|m|+2j$ with $j=0,1,\ldots$, and the rest of the quanta lie along $z$. For $|m|\le N$ their number is $\lfloor(N-|m|)/2\rfloor+1$. The number of multiplets with given $l$ is the count at $m=l$ minus the count at $m=l+1$, which is 1 if $N-l$ is even and 0 if it is odd. Shell $N$ thus contains $l=N,N-2,\ldots$ down to 1 or 0, once each. Every non-negative integer $l$ occurs, and since the shells are complete, no other value does.

## Matrices: truncate by shell

In the Cartesian oscillator basis the nonzero elements of $L_z$ are

$$\langle n_x+1,n_y-1|L_z|n_x,n_y\rangle=-i\sqrt{(n_x+1)n_y}$$

and their complex conjugates in the transposed positions. A basis containing all states with $n_x+n_y\le N_{\max}$ holds only complete shells, and its eigenvalues are integers up to rounding. Diagonalizing matrices built from one-dimensional elements of $x$ and $p$, themselves obtained by Gauss–Hermite quadrature, gives $-3,-1,1,3$ for $N=3$ and $-4,-2,0,2,4$ for $N=4$. In three dimensions the $N=4$ shell gives $L^2=0$, 6 and 20 with multiplicities 1, 5 and 9.

A square cutoff on $n_x$ and $n_y$ separately breaks shells. If each runs from 0 to 3, the shell $N=4$ keeps $|3,1\rangle$, $|2,2\rangle$ and $|1,3\rangle$ but loses $|4,0\rangle$ and $|0,4\rangle$. Both remaining couplings have magnitude $\sqrt{3\cdot2}=\sqrt6$, so the eigenvalues are $0$ and $\pm\sqrt{6+6}=\pm\sqrt{12}$. These non-integers are truncation errors.

## The packet with half-integer mean

The packet of the opening is

$$\psi\propto\exp\left[-\frac{(x-x_0)^2+y^2}{2b^2}+ip_0y\right],$$

with $x_0=3$ bohr, $b=1.5$ bohr and $p_0=0.5\,\hbar$/bohr. Here $b$ is the width parameter of the packet, and the same length is used in the operators. The $z$ factor plays no part. Differentiation gives $b\partial_x\psi=-[(x-x_0)/b]\psi$ and $b\partial_y\psi=(-y/b+ibp_0)\psi$. Inserted into $a_1$ and $a_2$, all terms in $x$ and $y$ cancel:

$$a_1\psi=\alpha_1\psi,\quad \alpha_1=\frac12\left(\frac{x_0}{b}+bp_0\right)=\frac{2+0.75}{2}=1.375,$$

$$a_2\psi=\alpha_2\psi,\quad \alpha_2=\frac12\left(\frac{x_0}{b}-bp_0\right)=\frac{2-0.75}{2}=0.625.$$

The overlap with $|n_1,n_2\rangle$ is $\alpha_1^{n_1}\alpha_2^{n_2}/\sqrt{n_1!\,n_2!}$ times the overlap with $|0,0\rangle$. Normalization then makes $n_1$ and $n_2$ independent Poisson variables with means $\alpha_1^2=1.891$ and $\alpha_2^2=0.391$. The probability of $L_z=m$ is

$$P(m)=e^{-\alpha_1^2-\alpha_2^2}\sum_{n_2\ge\max(0,-m)}\frac{\alpha_1^{2(n_2+m)}\alpha_2^{2n_2}}{(n_2+m)!\,n_2!}.$$

Summation gives

| $m$ | $-1$ | 0 | 1 | 2 | 3 | 4 |
|---|---|---|---|---|---|---|
| $P(m)$ | 0.057 | 0.193 | 0.274 | 0.232 | 0.138 | 0.063 |

The mean is the classical product of lever arm and momentum:

$$\langle L_z\rangle=\alpha_1^2-\alpha_2^2=(\alpha_1+\alpha_2)(\alpha_1-\alpha_2)=\frac{x_0}{b}\,bp_0=x_0p_0=1.5,$$

that is, $1.5\,\hbar=1.58\times10^{-34}$ J s. It varies continuously with $x_0$ and $p_0$; the outcomes do not. For independent Poisson variables the variances add, so

$$\mathrm{Var}(L_z)=\alpha_1^2+\alpha_2^2=\frac12\left(\frac{x_0^2}{b^2}+b^2p_0^2\right)=2.281,$$

a standard deviation of $1.51\,\hbar$.

Two limits show the roles of the counts. For $p_0=0$ the two means are equal, and the distribution is symmetric about zero, with variance $x_0^2/2b^2$. For $p_0=x_0/b^2$, $\alpha_2$ vanishes: the second count is then zero with certainty, and $L_z$ itself follows a Poisson distribution on the non-negative integers.

All numerical values are calculated from the stated model.
